# Cohesive-Zone Fracture Energy from the J-Integral, with Low-k Film Estimates

In a cohesive-zone calculation of a cracking dielectric film, one must decide which features of the traction-separation curve to calibrate. If the calculation is to give the energy needed for steady crack growth, the area under the curve must be right and its shape may be chosen for numerical convenience. If it is to give the strength of a short flaw or the size of the process zone, peak and shape matter too. The derivation below shows where this division comes from and when it fails.

## Assumptions and the contour integral

The crack lies on $y=0$ and grows toward $+x$. Deformation is plane and quasi-static, without body forces. The bulk is elastic, with energy density $W(u_{i,j},y)$ and stress $\sigma_{ij}=\partial W/\partial u_{i,j}$; a comma denotes a derivative and repeated indices are summed. $W$ may be nonlinear and may vary with $y$, as in a film stack, but not explicitly with $x$.

The cohesive zone occupies $-L<x<0$, with its leading tip at $x=0$. Let $\delta=u_y^+-u_y^-$ be the opening between upper and lower faces. The faces attract each other with traction $\sigma(\delta)$, which vanishes for $\delta\ge\delta_c$. Behind the zone the faces are free. Define

$$J=\int_C\left(W n_x-t_i u_{i,x}\right)ds,\qquad t_i=\sigma_{ij}n_j, \tag{1}$$

where $C$ runs anticlockwise from the lower face to the upper face and $n$ points away from the enclosed zone.

To compare two contours, take the divergence of the integrand's flux. Since $W$ has no explicit $x$ dependence, the chain rule gives $W_{,x}=\sigma_{ij}u_{i,jx}$. The product rule gives

$$(\sigma_{ij}u_{i,x})_{,j}=\sigma_{ij,j}u_{i,x}+\sigma_{ij}u_{i,xj}.$$

The first term on the right vanishes by equilibrium, and the second equals $W_{,x}$. Hence

$$\left(W\delta_{xj}-\sigma_{ij}u_{i,x}\right)_{,j}=0, \tag{2}$$

with $\delta_{xj}$ the Kronecker symbol. The divergence theorem then makes $J$ equal on any two contours joined by traction-free faces, because on those faces $n_x=0$ and $t_i=0$. A bonded interface parallel to the crack adds nothing: there $n_x=0$, while $t_i$ and $u_{i,x}$ are continuous. A stiffness that varies along $x$ leaves an explicit derivative of $W$ in (2) and destroys path independence.

## Shrinking the contour

Pull $C$ inward until it follows the lower face of the zone from $-L$ to $0$, rounds the tip, and returns along the upper face. Around the tip, take a circle of radius $r$. Cohesion keeps the stress there finite, so the integrand does not grow as fast as $1/r$, and the circle's contribution vanishes with its length.

On the faces $n_x=0$, which removes $W$. The normal is $(0,-1)$ on the lower side and $(0,1)$ on the upper side, so $t_y=-\sigma$ and $t_y=+\sigma$ respectively. For pure opening, (1) becomes

$$J=-\int_{-L}^{0}\left[-\sigma u^-_{y,x}+\sigma u^+_{y,x}\right]dx
=-\int_{-L}^{0}\sigma(\delta)\frac{d\delta}{dx}\,dx.$$

The opening falls from $\delta_t$ at the trailing end to zero at the tip. Changing variable and reversing the limits removes the minus sign:

$$J=-\int_{\delta_t}^{0}\sigma\,d\delta=\int_0^{\delta_t}\sigma(\delta)\,d\delta. \tag{3}$$

The profile $\delta(x)$ has dropped out. When the zone is fully developed, $\delta_t=\delta_c$ and

$$J=\Gamma\equiv\int_0^{\delta_c}\sigma(\delta)\,d\delta. \tag{4}$$

Before that, $J$ is only the area up to $\delta_t$. With shear traction $\tau$ and slip $\delta_s$, the same steps give $\int(\sigma\,d\delta+\tau\,d\delta_s)$ along the opening path. If both tractions derive from one potential, this depends only on the final opening and slip, which may themselves vary with the mode mixture; otherwise it also depends on the path leading to them.

## Why this is the energy of steady growth

Let the crack advance at speed $v$ with fields fixed in the moving frame, so that $\dot u_i=-v u_{i,x}$. The bulk energy inside a contour moving with the crack is constant. Its rate of change has two parts: work done on the material inside, and energy carried in by material crossing the contour. Cohesion pulls the faces together while they separate, so its power on the bulk is $-\int\sigma\dot\delta\,dx$. Therefore

$$0=\int_C t_i\dot u_i\,ds-\int_{-L}^{0}\sigma\dot\delta\,dx+v\int_C Wn_x\,ds
=vJ-\int_{-L}^{0}\sigma\dot\delta\,dx.$$

Inserting $\dot\delta=-v\,d\delta/dx$ turns the last integral into $v\Gamma$. Thus $J$ is the energy supplied per unit of new crack area, and each interface element absorbs $\Gamma$ as it passes through the zone. If the surrounding material also dissipates, the remote energy supply must cover that loss as well, and the area under the curve is no longer the whole toughness.

## Link to the stress intensity

For an isotropic linear bulk in plane strain, let $\bar E=E/(1-\nu^2)$ and let $\mu$ be the shear modulus. With $z=x+iy$, an analytic function $Z(z)$ and its integral $\hat Z$, the fields

$$\begin{aligned}
\sigma_{xx}&=\mathrm{Re}Z-y\,\mathrm{Im}Z', &
\sigma_{yy}&=\mathrm{Re}Z+y\,\mathrm{Im}Z',\\
\sigma_{xy}&=-y\,\mathrm{Re}Z', &
2\mu u_y&=2(1-\nu)\mathrm{Im}\hat Z-y\,\mathrm{Re}Z
\end{aligned}$$

satisfy equilibrium, as differentiation with $\partial_yZ=iZ'$ shows. The matching horizontal displacement is $2\mu u_x=(1-2\nu)\mathrm{Re}\hat Z-y\,\mathrm{Im}Z$. On the upper face $u_{y,x}=(1-\nu)\mathrm{Im}Z/\mu=2\,\mathrm{Im}Z/\bar E$. The lower face moves oppositely, so $d\delta/dx=4\,\mathrm{Im}Z/\bar E$.

Consider first a constant traction $\hat\sigma$ in a zone much smaller than the body. The function

$$Z=\frac{2\hat\sigma}{\pi}\arctan\sqrt{\frac Lz} \tag{5}$$

meets the boundary conditions. At distance $r$ behind the tip, on the upper face, the argument is $-i\sqrt{L/r}$. For $r>L$ its arctangent is imaginary, so $\sigma_{yy}=0$; for $r<L$ the real part is $\pi/2$, so $\sigma_{yy}=\hat\sigma$. At large $|z|$, $\arctan q\simeq q$. Comparison with $Z=K/\sqrt{2\pi z}$ gives

$$K=\hat\sigma\sqrt{\frac{8L}{\pi}}.$$

Inside the zone $\mathrm{Im}Z=-(2\hat\sigma/\pi)\,\mathrm{artanh}\sqrt{r/L}$. Since $dx=-dr$, integration from the tip with $r=Lw^2$ gives

$$\delta_t=\frac{8\hat\sigma L}{\pi\bar E}\int_0^1 2w\,\mathrm{artanh}\,w\,dw
=\frac{8\hat\sigma L}{\pi\bar E}.$$

The integral is one because its antiderivative is $(w^2-1)\mathrm{artanh}\,w+w$. Now (3) gives $J=\hat\sigma\delta_t=K^2/\bar E$. On a distant contour $J$ is fixed by the field proportional to $K$, whatever happens in the zone. Hence, for any curve with a small zone,

$$J=\frac{K^2}{\bar E},\qquad K=\sqrt{\bar E\Gamma}\quad\text{during growth}. \tag{6}$$

## Solving other curves without using J

A varying traction can be built from constant blocks that all start at the leading tip. A block ending at distance $s$ has height $-d\sigma/ds$, and a last block of height $\sigma(L)$ ends at $L$. Summing (5) over blocks and integrating by parts gives

$$Z=\frac{\sqrt z}{\pi}\int_0^L\frac{\sigma(s)\,ds}{\sqrt s\,(z+s)},\qquad
K=\sqrt{\frac2\pi}\int_0^L\frac{\sigma(s)}{\sqrt s}\,ds. \tag{7}$$

The second result follows from the first at large $|z|$. For the opening, one block of unit traction and length $b$ gives, after integrating its slope,

$$B(r,b)=\frac4{\pi\bar E}\left[(r-b)\ln\left|\frac{\sqrt b+\sqrt r}{\sqrt b-\sqrt r}\right|+2\sqrt{br}\right].$$

The same superposition gives $\delta(r)=\int_0^L\sigma(s)\,[\partial B/\partial b]_{b=s}\,ds$. Differentiating the logarithm contributes $\sqrt{r/b}$, and so does the second term, so

$$\delta(r)=\frac4{\pi\bar E}\int_0^L\sigma(s)
\left[2\sqrt{\frac rs}-\ln\left|\frac{\sqrt r+\sqrt s}{\sqrt r-\sqrt s}\right|\right]ds. \tag{8}$$

Solve (8) together with $\sigma=\sigma(\delta)$ and $\delta(L)=\delta_c$. Equation (7) then gives $K$ from elasticity alone, which makes $K^2/\bar E=\Gamma$ a real test.

## Example: a porous low-k film

Take rough values in the regime of porous organosilicate glass: $E=8$ GPa, $\nu=0.25$, $\Gamma=3$ J/m², peak traction $\hat\sigma=0.8$ GPa and film thickness 500 nm. Then $\bar E=8.53$ GPa, and (6) gives

$$K=\sqrt{(8.53\times10^9)(3)}\ \text{Pa m}^{1/2}=0.160\ \text{MPa m}^{1/2}.$$

Four curves were solved with area and peak held fixed. With $q=\delta/\delta_c$, their forms $\sigma/\hat\sigma$ are $1$, $1-q^3$, $1-q$ and $(e^{-3q}-e^{-3})/(1-e^{-3})$. If $m$ is the mean of $\sigma/\hat\sigma$ over $q$, then $\delta_c=\Gamma/(\hat\sigma m)$. For the exponential curve this is $3/(0.8\times10^9\times0.281)$ m, or 13.3 nm.

| Curve | $\delta_c$ (nm) | $L$ (nm) |
|---|---:|---:|
| constant | 3.8 | 16 |
| late drop | 5.0 | 19 |
| linear | 7.5 | 29 |
| exponential | 13.3 | 67 |

All four solutions give $K^2/\bar E=3.000$ J/m², while the zone length changes by a factor of four. Equation (7) explains the change: at fixed $K$, lower tractions over much of the zone require a longer zone.

For the exponential curve, $J$ was also integrated directly from (1) on circles of radius $2L$ and $20L$; both give 3.000 J/m². A circle that cuts the zone where $\delta=5.84$ nm gives 2.493 J/m², equal to the partial area to about $10^{-4}$ J/m². A contour used to extract toughness must therefore enclose the whole zone.

For a mesh, $L$ is the length to resolve. At fixed area and curve shape, (7) and (8) make $L$ proportional to $\bar E\Gamma/\hat\sigma^2$. Lowering the peak thus permits a coarser mesh without changing the steady growth energy, provided the bulk is elastic and the zone can still develop fully. It does alter the response of short flaws.

## Short flaws: where shape independence ends

Consider a crack with traction-free half-length $a$ in a large body under remote tension $\sigma_\infty$. Let constant-traction zones extend to $\pm c$, and write $\cos\theta=a/c$. The required function is

$$Z=\frac{2\hat\sigma}{\pi}\arctan\left(\tan\theta\,\frac{z}{\sqrt{z^2-c^2}}\right).$$

On the crack line the argument is imaginary. Its modulus exceeds one for $a<|x|<c$, where the traction is therefore $\hat\sigma$; it is below one for $|x|<a$, where the traction is zero. At infinity $Z=2\hat\sigma\theta/\pi$, so $\theta=\pi\sigma_\infty/(2\hat\sigma)$. The uniform stress parallel to the crack does not affect the opening.

Integrating the opening slope through one zone gives

$$\delta_t=\frac{8\hat\sigma}{\pi\bar E}\int_a^c\mathrm{artanh}\,p\,dx,\qquad
p=\frac{\sqrt{c^2-x^2}}{x\tan\theta}.$$

Integrate by parts with $x-a$ as the antiderivative of one; the boundary terms vanish. Using $1-p^2=(x^2-a^2)/(x^2\sin^2\theta)$ and then $x=c\cos\varphi$, the integral becomes

$$c\sin\theta\cos\theta\int_0^\theta\frac{d\varphi}{\cos\varphi+\cos\theta}
=a\ln\sec\theta.$$

The last step uses the antiderivative $(\sin\theta)^{-1}\ln\{\cos[(\varphi-\theta)/2]/\cos[(\varphi+\theta)/2]\}$ and $c\cos\theta=a$. Setting $\hat\sigma\delta_t=\Gamma$ gives the stress at which growth starts:

$$\Gamma=\frac{8\hat\sigma^2a}{\pi\bar E}\ln\sec\left(\frac{\pi\sigma_\infty}{2\hat\sigma}\right). \tag{9}$$

For a long crack $\theta$ is small and $\ln\sec\theta\simeq\theta^2/2$, so $\sigma_\infty=\sqrt{\bar E\Gamma/(\pi a)}$ and the peak drops out. For $a\to0$ the logarithm must diverge, so $\sigma_\infty\to\hat\sigma$: strength then replaces energy as the control. At $a=100$ nm the small-zone formula gives 285 MPa and (9) gives 278 MPa, a reduction of 2.6% relative to the former.

That small reduction belongs to the constant curve. Solving the same finite crack with the exponential curve of the example, at equal area and peak, gives a largest load of about 248 MPa, 13% below the small-zone value. This load is reached before the zone is fully developed, so $J$ is then only the partial area in (3). Under a controlled load the flaw becomes unstable at that point, and its strength depends on the shape of the curve as well as on its area and peak. Equation (4) still holds whenever the zone is fully developed; what changes is the relation between load and $J$.

## Steady debonding driven by film stress

Let a film of thickness $h$ carry tension $\sigma_f$ on a thick substrate, and let it debond steadily from an edge. Measure strain $\varepsilon$ along $x$ from the bonded state, with strain along the crack front fixed. Then $W=\sigma_f\varepsilon+\bar E\varepsilon^2/2$. Far ahead $\varepsilon=0$, so the contour has no contribution there. Far behind, the film is free and $\varepsilon=-\sigma_f/\bar E$, hence $W=-\sigma_f^2/(2\bar E)$. The contour crosses this section with $n_x=-1$ and zero traction. Neglecting the energy change of the thick substrate,

$$J=\frac{\sigma_f^2h}{2\bar E},\qquad h_c=\frac{2\bar E\Gamma_i}{\sigma_f^2}, \tag{10}$$

where $\Gamma_i$ is the interface work for the actual mode mixture.

A shear-lag model shows the same independence for curves that rise from zero. With slip $u$, force balance on the film is $\bar Ehu''=\tau(u)$. Multiplying by $u'$ and integrating from the undisturbed film gives $\bar Eh(u')^2/2=\int_0^u\tau\,du$. At the trailing end the film stress is zero, so $u'=-\sigma_f/\bar E$, which reproduces (10).

For $\sigma_f=60$ MPa and an assumed $\Gamma_i=4$ J/m²,

$$h_c=\frac{2(8.53\times10^9)(4)}{(60\times10^6)^2}\ \text{m}=19\ \mu\text{m}.$$

Numerical integration at this thickness, with a triangular and a sinusoidal shear curve of peak 0.2 GPa, releases 60.0 MPa in both cases. Counted from the point where the slip is 1% of its critical value, the slip zones are about $0.7h$ long, too short for stress to be treated as uniform through the film. The model's local profile is therefore unreliable here, although the far-field balance (10) does not rely on it. At 500 nm the driving energy is 0.11 J/m², far below $\Gamma_i$. This concerns steady edge debonding. A crack channelling through the film has a larger driving energy, about $(1.1\text{ to }2)\,\sigma_f^2h/\bar E$ for a substrate ranging from much stiffer than the film to elastically matched. With $\Gamma=3$ J/m² it could run at roughly 4 to 7 µm, so 19 µm is not a safe thickness.

## What real films change

The moduli, stress and toughness above are meant as typical magnitudes for a blanket porous low-k film. The peak traction and the curve shapes are modelling choices. Moist air breaks the assumption that traction depends on opening alone, because water assists the rupture of strained siloxane bonds. For a rough size, suppose half the energy released per bond lowers the activation barrier. With $N$ bonds per area the rupture rate scales as $\exp[J/(2Nk_BT)]$, so one decade of crack speed shifts $J$ by $2Nk_BT\ln10$. With $N=5$ nm⁻² this is 0.10 J/m² at 300 K and 0.13 J/m² at 400 K. Six decades shift $J$ by about 19% and 25% of $\Gamma$, so an area calibrated at one speed and humidity should not be carried unchanged to another.

Yielding is less clear. In the elastic field of the exponential curve, sampled from $0.02L$ above the crack plane outward, the largest von Mises stress is about 0.37 GPa, just behind the leading tip, and it rises toward the tip value closer to the plane. At the leading tip itself $\sigma_{xx}=\sigma_{yy}=\hat\sigma$ and $\sigma_{zz}=2\nu\hat\sigma$, so the von Mises stress is $(1-2\nu)\hat\sigma=0.40$ GPa, equal to the assumed yield stress. The sampled field gives zero plastic work, but there is no margin: a slightly lower yield stress would allow yielding at the tip. The constant and late-drop curves give larger stresses away from the leading tip, about 0.49 and 0.45 GPa. With this yield stress the bulk would yield, and the elastic results for those two curves would no longer be consistent. A shape chosen for numerical convenience must therefore also keep the bulk elastic. These values are for a small zone at a long crack. For a short flaw the stress parallel to the crack, which leaves the opening unchanged, does enter the von Mises stress. Under uniaxial remote tension the flaw with $a=100$ nm reaches about 0.61 GPa (constant curve) and 0.50 GPa (exponential curve) at its largest load. The remote bulk itself yields at $\sigma_\infty\approx0.44$ GPa, well before the limit $\sigma_\infty\to\hat\sigma$. With this yield stress, the strengths of 278 and 248 MPa and the limit $a\to0$ are results for an ideal elastic bulk, not predictions for the film; a flaw 200 nm long is also not small against a 500 nm thickness. Ductile metal nearby would need its own calculation.

The zones span 3% to 13% of the film thickness, so the infinite-body values of $L$ are estimates for the film. They span 8 to 33 pores of 2 nm, which makes the traction curve an average over few pores at the short end. The strain scale $\hat\sigma/\bar E=0.09$ is also not very small. Equation (4) survives finite elastic strain if nominal stress and reference coordinates are used, since the steps leading to it are unchanged; the linear zone lengths need not.

## Computed results

```
Young modulus 8.00 GPa, Poisson ratio 0.25
plane-strain modulus 8.533 GPa
area under curve 3.00 J/m2, peak traction 0.80 GPa
film thickness 500 nm, film stress 60 MPa
curve: mean/peak traction, crit. opening, zone, K, K^2/E_bar
 constant: 1.0000, 3.75 nm, 15.71 nm, 0.1600 MPa m^0.5, 3.0000 J/m2
 late drop: 0.7500, 5.00 nm, 18.57 nm, 0.1600 MPa m^0.5, 3.0000 J/m2
 linear: 0.5000, 7.50 nm, 29.25 nm, 0.1600 MPa m^0.5, 3.0000 J/m2
 exponential: 0.2809, 13.35 nm, 66.69 nm, 0.1600 MPa m^0.5, 3.0000 J/m2
K from sqrt(E_bar*area) 0.1600 MPa m^0.5
J on circle of radius 2 zone lengths: 3.0000 J/m2
J on circle of radius 20 zone lengths: 3.0000 J/m2
circle cutting zone at 0.392 L, opening 5.841 nm
 J 2.4931 J/m2, partial area 2.4932 J/m2
interface work 4.00 J/m2, shear peak 0.20 GPa
debond driving energy at film thickness 0.1055 J/m2
critical debond thickness 18.963 um
 triangle: stress released 60.000 MPa, slip zone/thickness 0.699
 sine: stress released 60.000 MPa, slip zone/thickness 0.727
flaw half-length 100 nm
 small-zone strength 285.46 MPa
 constant-traction strength 278.05 MPa
 relative change -2.60 %
yield stress 0.40 GPa, largest Mises stress 0.362 GPa
 overstressed height each side 0.0 nm
 estimated plastic work 0.000 J/m2, 0.0 % of area
bond density 5.0 per nm2
 shift per decade of speed at 300 K: 0.0954 J/m2
  over six decades: 0.572 J/m2, 19.1 % of area
 shift per decade of speed at 400 K: 0.1272 J/m2
  over six decades: 0.763 J/m2, 25.4 % of area
zone/film thickness: 0.0314 to 0.1334
pore size 2.0 nm, zone/pore: 7.9 to 33.3
strain scale peak/E_bar 0.0938
```
